# Onsager's Relation between Quantum-Oscillation Frequency and Extremal Fermi-Surface Area

**Q.** Some properties of a metal oscillate as the magnetic field is raised, and I am told that the oscillation measures an area in wavevector space. An electron moves in real space. Why should a k-space area enter at all?

**A.** Because the field makes the two orbits copies of each other. I use atomic units, $\hbar=e=m_e=1$, with electron charge $-1$. The field is $\mathbf B=B\mathbf n$, and $\parallel$ means along $\mathbf n$. For a wave packet in one band $E(\mathbf k)$,

$$\mathbf v=\nabla_{\mathbf k}E,\qquad \dot{\mathbf k}=-\mathbf v\times\mathbf B .$$

Two quantities are conserved. First, $\dot E=\mathbf v\cdot\dot{\mathbf k}=0$, since $\mathbf v\times\mathbf B$ is normal to $\mathbf v$. Second, $\mathbf n\cdot\dot{\mathbf k}=0$, since it is also normal to $\mathbf B$. So $\mathbf k$ runs along the curve where a plane of constant $k_\parallel$ cuts a surface of constant energy.

Now put $\mathbf v=\dot{\mathbf r}$ and integrate in time:

$$\mathbf k_\perp=-\mathbf r\times\mathbf B+\mathbf c=B\,\mathbf n\times\mathbf r_\perp+\mathbf c ,$$

with $\mathbf c$ constant. The operation $\mathbf n\times$ turns a vector by 90° in the plane. The k-orbit is therefore the projected real orbit, turned by 90° and stretched by $B$. If the k-orbit closes, so does the projection, and the areas $A$ (k-space) and $S$ (real space) obey

$$A=B^2S .$$

**Q.** Does the shape of the band then drop out of the dynamics?

**A.** No, it sets the period. The speed along the k-orbit is $Bv_\perp$, so $T=\oint dk/(Bv_\perp)$. The contours for $E$ and $E+dE$ in the same plane are separated by $dE/v_\perp$, so the strip between them has area $dA=dE\oint dk/v_\perp$. Hence

$$T=\frac1B\frac{\partial A}{\partial E},\qquad \omega_c=\frac{2\pi}{T}=\frac{B}{m_c},\qquad m_c=\frac1{2\pi}\frac{\partial A}{\partial E}.$$

I take an orbit around filled states, for which $\partial A/\partial E>0$. Around empty states the electron circulates the other way, and magnitudes are to be used.

**Q.** That is classical. To quantize you need an action, and the momentum in a field depends on the gauge.

**A.** The momentum does, but its loop integral does not. Let $\mathbf a$ be the vector potential, $\nabla\times\mathbf a=\mathbf B$. For charge $-1$ the kinetic wavevector is $\mathbf k=\mathbf p+\mathbf a$, so the canonical momentum is $\mathbf p=\mathbf k-\mathbf a$. In the plane of the orbit there are two pieces:

$$\oint\mathbf k\cdot d\mathbf r=B\oint(\mathbf n\times\mathbf r)\cdot d\mathbf r=B\,\mathbf n\cdot\oint\mathbf r\times d\mathbf r=2BS,$$

$$-\oint\mathbf a\cdot d\mathbf r=-BS .$$

The constant $\mathbf c$ drops out because $\oint d\mathbf r=0$. The second piece is minus the enclosed flux, by Stokes' theorem, which is independent of gauge. The sense of rotation is positive, since $\dot{\mathbf k}=B\,\mathbf n\times\mathbf v$ with $\mathbf v$ pointing outward. The sum is

$$\oint\mathbf p\cdot d\mathbf r=BS=\frac AB .$$

**Q.** You may set the action equal to $2\pi$ times an integer, or an integer plus something. Why is either allowed for a band electron, whose energy is not $p^2/2$?

**A.** For an isolated band in a weak field, take as effective Hamiltonian $E(\boldsymbol\Pi)$ with $\boldsymbol\Pi=\mathbf p+\mathbf a$. This is an assumption: it leaves out coupling to other bands, Berry phases and orbital moments. With $\mathbf p=-i\nabla$ and $z$ along the field,

$$[\Pi_x,\Pi_y]=[p_x,a_y]+[a_x,p_y]=-i(\partial_xa_y-\partial_ya_x)=-iB .$$

Define $P=\Pi_x$ and $Q=\Pi_y/B$. Then $[Q,P]=i$, so the k-plane is an ordinary phase space of one coordinate and one momentum. The orbit encloses phase-space area $A/B$, the same action as before.

The added constant comes from the turning points, where the two branches $P(Q)$ meet. Near the right-hand one, at $Q_t$, the orbit is a parabola, $Q=Q_t-\alpha P^2$ with $\alpha>0$ and $P$ measured from its value there. In the momentum representation $Q=i\,d/dP$, so

$$i\varphi'=(Q_t-\alpha P^2)\varphi\;\Rightarrow\;\varphi=e^{-iQ_tP+i\alpha P^3/3},$$

$$\psi(Q)\propto\int dP\,e^{i[(Q-Q_t)P+\alpha P^3/3]} .$$

Inside the orbit the exponent is stationary at $P=\pm p$, with $p=\sqrt{(Q_t-Q)/\alpha}$. There the bracket equals $\mp W$, where $W=\tfrac23\alpha p^3=\int_Q^{Q_t}p\,dQ'$. Its second derivative, $\pm2\alpha p$, contributes phases $\pm\pi/4$. Adding both points gives $\psi\propto\cos(W-\pi/4)$. Going to the turning point and back thus gives the phase $2W$ less $\pi/2$. The left-hand turning point costs the same by reflection. A wave that returns to itself after one circuit needs

$$\frac AB-2\cdot\frac\pi2=2\pi n ,$$

$$A(E_n,k_\parallel)=2\pi B\left(n+\tfrac12\right).$$

For $E=k^2/2m$ we have $A=2\pi mE_\perp$, where $E_\perp$ is the in-plane energy. The rule gives $E_\perp=(n+\tfrac12)B/m$, the oscillator levels of a free electron. Neighbouring levels of a general band are separated by $2\pi B/(\partial A/\partial E)=\omega_c$ when $n$ is large.

**Q.** A parabola is kind to you. Does the rule survive on a real lattice shape?

**A.** It was tested on an fcc band with hopping $t_1$ to first and $t_2$ to second neighbours:

$$E=-4t_1(c_xc_y+c_yc_z+c_zc_x)-2t_2(C_x+C_y+C_z),$$

where $c_i=\cos(k_ia/2)$, $C_i=\cos(k_ia)$, and $a$ is now the lattice constant. The Hamiltonian $E(\boldsymbol\Pi)$ was diagonalized at $k_\parallel=0$ with the field along [111] and $t_1=0.646$ eV, $t_2=0.083$ eV. At 553 T, all 195 levels that the area rule puts below the Fermi energy were compared with the diagonalized ones. The largest discrepancy was $2.4\times10^{-4}$ eV, about 0.8% of the 0.029 eV spacing of the largest orbit. At twice the field it was 3.97 times larger, as expected if the next correction to the energies is of order $B^2$. This tests the quantization within the one-band Hamiltonian, not the neglect of other bands.

**Q.** Grant the levels. A three-dimensional metal has every value of $k_\parallel$, and each slice has its own area. The ladders should blur into nothing.

**A.** Most of them do cancel. To see what remains, count states at fixed chemical potential $\mu$. Without a field, the plane holds $1/(2\pi)^2$ states per unit real area and unit k-area. Each level collects a k-area $2\pi B$, so it holds $B/2\pi$ states per unit area. Motion along the field gives $dk_\parallel/2\pi$ per unit length. Per volume and spin,

$$N=\frac{B}{4\pi^2}\int dk_\parallel\sum_{n\ge0}\theta\!\left(x-n-\tfrac12\right),\qquad x=\frac{A(\mu,k_\parallel)}{2\pi B}.$$

The sum is the integer part of $y=x+\tfrac12$, that is, $y-\{y\}$, with $\{y\}$ the fractional part. Write this as $x+(\tfrac12-\{y\})$. The bracket is an odd sawtooth of period 1, with sine coefficients

$$2\int_0^1(\tfrac12-y)\sin(2\pi ry)\,dy=\frac1{\pi r}.$$

Since $\sin(2\pi rx+\pi r)=(-1)^r\sin(2\pi rx)$,

$$\sum_n\theta=\frac{A}{2\pi B}+\sum_{r\ge1}\frac{(-1)^r}{\pi r}\sin\frac{rA}{B}.$$

The first term integrates to $\int A\,dk_\parallel/8\pi^3$, the zero-field count. The second oscillates.

In a weak field the phase $rA/B$ is large and changes quickly with $k_\parallel$, so neighbouring slices cancel. The exception is a slice where $\partial A/\partial k_\parallel=0$. Near it, $A\simeq A_{\rm ext}+\tfrac12A''q^2$, and

$$\int dq\,e^{irA''q^2/2B}=\sqrt{\frac{2\pi B}{r|A''|}}\;e^{\pm i\pi/4},$$

with the sign of $A''$. Therefore

$$N_{\rm osc}=\frac B{4\pi^2}\sum_{\rm ext}\sum_r\frac{(-1)^r}{\pi r}\sqrt{\frac{2\pi B}{r|A''|}}\sin\!\left(\frac{rA_{\rm ext}}B\pm\frac\pi4\right).$$

The integral over a stationary slice scales as $\sqrt B$. An end of the integration range contributes order $B$, which is smaller in a weak field.

**Q.** So what is the frequency, in units I can use?

**A.** For $r=1$ the phase is $A_{\rm ext}/B$. Writing it as $2\pi F/B$ defines the frequency in $1/B$:

$$F=\frac{A_{\rm ext}}{2\pi}.$$

The atomic unit of area in k-space is $1/a_0^2$ and that of field is $\hbar/(ea_0^2)$, with $a_0$ the Bohr radius. Restoring them,

$$F=\frac{\hbar}{2\pi e}A_{\rm ext},\qquad \Delta\!\left(\frac1B\right)=\frac1F .$$

This is Onsager's relation. The masses and the details of the potential act on $F$ through the area alone. A constant other than $\tfrac12$ in the quantization rule, as from a Berry phase, shifts the phase and leaves $F$ unchanged. Here $B$ is the field inside the metal.

**Q.** A real sample fixes the number of electrons, not $\mu$.

**A.** Then $\mu$ itself moves a little. With $N_0(\mu)$ the smooth count, keeping $N_0+N_{\rm osc}$ constant gives, to first order, $\delta\mu=-N_{\rm osc}/(dN_0/d\mu)$. That shift contains the same frequencies. It feeds back into the phase by $2\pi\,\delta\mu/\omega_c$, so the relation stands as long as $\delta\mu\ll\omega_c$; at the next order weaker lines appear at sums and differences of the extremal frequencies.

**Q.** I would still have guessed that the average area wins, not the extremes.

**A.** A corrugated cylinder decides it, because its levels are known in closed form. Take mass 1 and $E=(n+\tfrac12)B-0.2\cos k_\parallel$ with $\mu=1$. The area is $A=2\pi(1+0.2\cos k_\parallel)$, so the extremes predict $F=1.2$ and $0.8$, and the mean area would predict 1.0. The Fourier spectrum of the counted states, for $1/B$ from 60 to 200, has peaks at 1.2000 and 0.8000. At 1.0 there is no peak: the strength there is below $10^{-4}$ of the weaker peak. The formula for $N_{\rm osc}$ matched the count to 0.1% rms, relative to the rms oscillation, for $1/B$ between about 80 and 110.

**Q.** Then give me numbers for a conductor metal.

**A.** Take the fcc band with rough copper values: $a=3.6$ Å, one conduction electron per atom, and a Fermi energy 9 eV above the band bottom. One more condition is needed. I place the level at the zone-face centre L 0.25 eV below the Fermi energy, a choice that makes a thin neck there. From the band formula, $E_\Gamma=-12t_1-6t_2$ and $E_L=6t_2$, so

$$t_1+t_2=\frac{9.00-0.25}{12}=0.729\ \text{eV}.$$

Half filling of the band then fixes $t_1=0.646$ eV and $t_2=0.083$ eV.

With the field along [111], the section through the zone centre, the belly, has $A=5.769$ Å⁻². The section through L, the neck, has $A=0.264$ Å⁻². Since $\hbar/2\pi e=10476$ T Å²,

$$F_{\rm belly}=10476\times5.769\simeq6.04\times10^4\ \text{T},$$

$$F_{\rm neck}=10476\times0.264\simeq2.8\times10^3\ \text{T}.$$

The belly is a maximum, $A''=-1.8$, and the neck a minimum, $A''=+19.7$. These are not the only extremal sections. As the plane nears three other necks the belly area turns upward again, so it has a minimum at $k_\parallel\simeq\pm0.21$ Å⁻¹, with $F$ about 0.5% below the central value. The plane through L also holds a large orbit around empty states that encircles the neck, with $F\simeq1.12\times10^5$ T. The numbers below refer to the central belly and the neck.

Integrating the equations of motion around the central belly and the neck, at $eBa^2/\hbar=0.5$ and $1.3$, reproduced the action $A/B$ to within $5\times10^{-11}$ of its value.

**Q.** How much of the belly result is just electron density?

**A.** Nearly all of it in this model. A free-electron sphere has $A=\pi(k_F^2-k_\parallel^2)$, stationary at the equator, so $F=\hbar k_F^2/2e$. Four electrons per cubic cell give $k_F=(3\pi^2\cdot4)^{1/3}/a=1.364$ Å⁻¹ and $F=6.12\times10^4$ T. The model belly is 1.3% lower. The neck has no counterpart on the sphere: it exists because the Fermi surface touches the zone face.

**Q.** What would I see on the field dial at 20 T?

**A.** From $\Delta(1/B)=1/F$, one oscillation takes $\Delta B\simeq B^2/F$. For the belly that is $400/60400$ T, or 6.6 mT; for the neck it is 145 mT. The off-centre belly section, close in frequency, beats with the central one over roughly 1.5 T, and the large hole orbit adds a step near 3.6 mT. The field must be uniform over the sample to a small part of these steps. The ratio $F/B$, close to the number of filled levels in the extremal orbit's own ladder, is about 3020 for the belly and 138 for the neck, so the large-$n$ condition is met.

**Q.** Copper lines work at room temperature. Why does nobody worry about these oscillations there?

**A.** Start with the thermal spread. Averaging over energies $\varepsilon$ near $\mu$ with weight $-df/d\varepsilon$, where $f$ is the Fermi function, shifts the phase by $(\partial A/\partial E)\varepsilon/B=2\pi\varepsilon/\omega_c$. With $u=\varepsilon/k_BT$ and $s=2\pi k_BT/\omega_c$, the factor is

$$I=\int_{-\infty}^{\infty}\frac{e^{isu}}{4\cosh^2(u/2)}du .$$

Shifting the path by $2\pi i$ multiplies the integrand by $e^{-2\pi s}$. Between the paths lies a double pole at $u=i\pi$, where the integrand is $-e^{isu}/(u-i\pi)^2$ to the order needed, with residue $-is\,e^{-\pi s}$. Hence $I(1-e^{-2\pi s})=2\pi s\,e^{-\pi s}$, or

$$I=\frac{X}{\sinh X},\qquad X=\pi s=\frac{2\pi^2k_BT}{\omega_c}.$$

In ordinary units $\omega_c$ here means $\hbar\omega_c$. The belly spacing at 20 T is 1.05 meV. At 1.5 K, $k_BT=0.129$ meV, so $X=2.4$ and the factor is 0.43; for the neck it is 0.71. At 300 K, with the field unchanged, the same formula, which takes the phase as linear in energy, gives about $10^{-209}$ and $10^{-126}$.

**Q.** Suppose I cool the line. Is the effect back?

**A.** Not in a narrow line. The model belly orbit at 20 T has a perimeter of 2.81 μm and a mean diameter of 895 nm. A line with width and height near 20 nm has no room for it, whichever way the field points. The diameter falls as $1/B$, so matching it to 20 nm would need about 895 T.

Scattering is a separate obstacle. If a state has lifetime $\tau$, its amplitude falls by $e^{-T/2\tau}=e^{-\pi/\omega_c\tau}$ in one circuit. For a roughly constant speed, $T/\tau$ is the perimeter divided by the mean free path. With 40 nm, a rough room-temperature value for copper, the factor is $e^{-2812/80}\simeq10^{-15}$. A factor of 0.1 needs a path of about 0.6 μm. This is an estimate, since a transport path stands in for the lifetime. Belly oscillations at this field thus call for a cold, pure crystal wide enough to hold the orbit.

**Q.** Could the electron leave its orbit by tunnelling to another piece of the surface?

**A.** Yes, and then the simple ladder fails. Since $k_x$ and $k_y/B$ are conjugate, the wave varies as $\exp(\pm i\int k_y\,dk_x/B)$. In a forbidden interval $k_y=i\kappa$, and the decaying wave gives the probability

$$\mathcal P\simeq e^{-2K/B},\qquad K=\int\kappa\,dk_x .$$

The exponent was tested on a square lattice with $E=-2\cos k_x-2\cos k_y$, where tunnelling between equivalent orbits gives the lowest magnetic level a width. Going from 1/10 to 1/16 flux quantum per cell changed the logarithm of that width by $-7.18$; the tunnelling amplitude, with a prefactor proportional to $B$, gives $-7.20$. In the copper-like model at 20 T, along the mirror line examined, $\mathcal P$ is about $10^{-589}$ for the belly and smaller still for the neck. Metals with narrow gaps between orbits can behave quite differently. An open orbit, which runs on through repeated zones, encloses no area and has no such ladder.

**Q.** How close is all this to real copper?

**A.** The frequencies are of the right size: measured ones for this field direction are roughly $6\times10^4$ T and $2\times10^3$ T. The neck was made thin by choice, so its agreement is no prediction. The masses are poor. The model gives 2.2 and 1.3 electron masses for belly and neck, against roughly 1.4 and 0.5 in copper. The level at L is also too shallow, since in copper it lies roughly 1 eV below the Fermi energy. A single band with two hoppings leaves out the d states and cannot fit all these quantities together. Onsager's relation is unaffected, because the mass does not enter $F$ at a given area, but the damping is: with a belly mass of 1.4, $X$ at 1.5 K falls from 2.4 to about 1.5, and the thermal factor rises from 0.43 to about 0.7. At 300 K the oscillation remains negligible. In an interconnect 20 nm wide, cooling alone would not help, because the closed orbits do not fit: at 20 T the mean diameter of the model's belly orbit is about 45 times the line width, and that of its neck orbit nearly 10 times.

## Table of computed values

```
lattice constant: 3.60 angstrom
Fermi energy above band bottom: 9.00 eV
Fermi energy above level at L: 0.25 eV
hopping t1: 0.6464 eV
hopping t2: 0.0828 eV
Fermi energy on the model scale: 0.7467 eV
electrons per atom, grid count: 1.0006
field along [111]: 20.0 T
hbar/(2 pi e): 10475.77 T angstrom^2
belly area: 5.7691 angstrom^-2
belly frequency: 60435.7 T
belly period in 1/B: 1.6547e-05 1/T
belly F/B at the field: 3021.8
belly field step B^2/F: 6.62 mT
belly cyclotron mass: 2.211 electron masses
belly level spacing: 1.047e-03 eV
belly d2A/dk_par2: -1.805 (no unit)
belly log10 thermal factor at 1.5 K: -0.367
belly log10 thermal factor at 300.0 K: -208.657
belly log10 tunnelling probability: -588.7
neck area: 0.2639 angstrom^-2
neck frequency: 2764.1 T
neck period in 1/B: 3.6179e-04 1/T
neck F/B at the field: 138.2
neck field step B^2/F: 144.71 mT
neck cyclotron mass: 1.342 electron masses
neck level spacing: 1.726e-03 eV
neck d2A/dk_par2: 19.654 (no unit)
neck log10 thermal factor at 1.5 K: -0.148
neck log10 thermal factor at 300.0 K: -125.658
neck log10 tunnelling probability: -2183.6
further belly extrema, k_par to 0.139 1/angstrom: 0
free-electron sphere frequency: 61242.3 T
belly/sphere frequency ratio: 0.9868
belly orbit perimeter: 2811.8 nm
belly orbit mean diameter: 895.0 nm
line width: 20.0 nm
field for diameter = line width: 895 T
assumed mean free path: 40.0 nm
log10 scattering factor: -15.26
free path for factor 0.1: 610.6 nm
trajectory action, largest relative error: 4.6e-11
field of finer lattice test: 552.7 T
levels compared in finer test: 195
largest level error, finer test: 2.38e-04 eV
belly spacing in finer test: 0.0289 eV
level error ratio, field halved: 3.97
cylinder peaks: 0.8000, 1.2000 (model units)
strength at mean area / weaker peak: 1.0e-08
counting formula rms relative error: 0.0010
log band-width change: -7.184 exact, -7.203 tunnelling
```
